# Quadrupole coupling off-diagonal in J for a symmetric top

## Result

Let one nucleus of spin \(I\ge 1\) lie on the threefold or higher symmetry axis of a rigid symmetric top; two equal moments of inertia alone would not make the field gradient axial. Its quadrupole interaction mixes rotational levels whose \(J\) differ by one or two. With \(F\) the total angular momentum including \(I\), and

\[
\kappa=\frac{eqQ}{4I(2I-1)},\qquad G=F(F+1)-I(I+1), \tag{1}
\]

the off-diagonal elements at fixed \(K\), \(F\), \(M_F\) are

\[
\langle J+1|H_Q|J\rangle=3\kappa\,\frac{K[G-J(J+2)]}{J(J+2)}\,x_{J+1}, \tag{2}
\]
\[
\langle J+2|H_Q|J\rangle=3\kappa\,x_{J+1}x_{J+2}, \tag{3}
\]

where

\[
\begin{aligned}
x_J^2={}&\frac{J^2-K^2}{4J^2(4J^2-1)}\,(F+I+1+J)(F+I+1-J)\\
&\times(J+F-I)(J-F+I),\qquad x_J\ge 0.
\end{aligned} \tag{4}
\]

For \(K=0\), element (2) is zero, including at \(J=0\). In second order these elements shift the levels by \((eqQ)^2/B\) times a pure number. For methyl iodide the two-figure inputs used below give \((eqQ)^2/B\approx480\) MHz, uncertain by about 5%. The pure numbers are only thousandths for the most strongly shifted low levels, but that suffices for shifts of several megahertz.

## The interaction

Energies are divided by Planck's constant and angular momenta are in units of \(\hbar\). Indices \(a,b,c,d\) denote space-fixed Cartesian components, and repeated indices are summed. The electric potential \(V\) at the nucleus has second derivatives \(V_{ab}\), averaged over a fixed, nondegenerate vibrational and electronic state. Expanding the energy of the nuclear charge density \(\rho\) in \(V\) gives the orientation-dependent term

\[
H_Q=\tfrac16 V_{ab}Q_{ab},\qquad Q_{ab}=\int\rho\,(3r_ar_b-\delta_{ab}r^2)\,d^3r. \tag{5}
\]

Here \(V_{ab}\) is its traceless part. Threefold or higher symmetry makes this tensor axial about the unit vector \(\mathbf n\) of the top axis. With \(q\) its component along \(\mathbf n\),

\[
V_{ab}=\tfrac q2(3n_an_b-\delta_{ab}). \tag{6}
\]

Within the states of one spin \(I\), a symmetric traceless tensor is proportional to the one built from \(\mathbf I\). The constant follows from the definition \(eQ=\langle I,I|Q_{zz}|I,I\rangle\). Since \(3I^2-I(I+1)=I(2I-1)\),

\[
Q_{ab}=\frac{eQ}{I(2I-1)}\left[\tfrac32(I_aI_b+I_bI_a)-\delta_{ab}\mathbf I^2\right]. \tag{7}
\]

Contracting the tensor in (7) with \(3n_an_b-\delta_{ab}\) gives \(9(\mathbf I\cdot\mathbf n)^2-3\mathbf I^2-3\mathbf I^2+3\mathbf I^2\). Therefore

\[
H_Q=\kappa\,[3X^2-I(I+1)],\qquad X=\mathbf I\cdot\mathbf n. \tag{8}
\]

The problem is reduced to the matrix of \(X\). The rotational operators obey

\[
[J_a,J_b]=i\epsilon_{abc}J_c,\quad [J_a,n_b]=i\epsilon_{abc}n_c,\quad \mathbf J\cdot\mathbf n=K. \tag{9}
\]

They commute with \(\mathbf I\). From (9), \([J_an_a,n_b]=i\epsilon_{abc}n_cn_a=0\), so \(\mathbf n\) conserves \(K\), and so do \(X\) and \(H_Q\). Both are scalars under joint rotation of molecule and spin, so they also conserve \(F\) and \(M_F\). As \(\mathbf n\) is a vector, \(X\) changes \(J\) by at most one. For given \(K,F,M_F\) each allowed \(J\) occurs once. Thus \(X\) is a tridiagonal matrix in \(J\), and \(X^2\) reaches at most \(J\pm2\).

## The matrix of \(\mathbf I\cdot\mathbf n\)

**Diagonal elements.** Let \(P_J\) project onto the level \(J\) at fixed \(K\). By the Wigner–Eckart theorem \(P_J\mathbf nP_J=g\mathbf J\). Taking the scalar product with \(\mathbf J\) gives \(K=gJ(J+1)\). Since \(\mathbf F=\mathbf I+\mathbf J\) implies \(2\,\mathbf I\cdot\mathbf J=G-J(J+1)\),

\[
X_{JJ}=\frac{K[G-J(J+1)]}{2J(J+1)},\qquad X_{00}=0. \tag{10}
\]

**Off-diagonal elements.** For \(J\ge1\) consider

\[
W_{ab}=P_Jn_aP_{J-1}n_bP_J
=\alpha\delta_{ab}+\beta J_aJ_b+i\gamma\epsilon_{abc}J_c. \tag{11}
\]

The right side is the general form because \(W_{ab}\) has parts of rank 0, 1 and 2, each proportional to the corresponding tensor built from \(\mathbf J\). Two conditions fix the ratios of the coefficients.

First, \(\mathbf J\cdot\mathbf n=K\) cannot connect \(J\) with \(J-1\), so \(J_aW_{ab}=0\). Using \(\epsilon_{abc}J_aJ_c=-iJ_b\),

\[
\alpha+\beta J(J+1)+\gamma=0. \tag{12}
\]

Second, (9) gives

\[
\begin{aligned}
[\mathbf J^2,n_a]&=i\epsilon_{bac}(J_bn_c+n_cJ_b)\\
&=-2i\epsilon_{abc}J_bn_c-2n_a.
\end{aligned} \tag{13}
\]

The last term comes from reordering \(n_cJ_b=J_bn_c-i\epsilon_{bcd}n_d\) and \(\epsilon_{bac}\epsilon_{bcd}n_d=n_a-3n_a\). Between \(J\) on the left and \(J-1\) on the right, the commutator equals \([J(J+1)-(J-1)J]n_a=2Jn_a\). Hence in this block \((J+1)n_a=-i\epsilon_{abc}J_bn_c\). Multiplying from the right by the returning component \(n_d\) yields

\[
(J+1)W_{ad}=-i\epsilon_{abc}J_bW_{cd}. \tag{14}
\]

Set \(d=a\) and sum. On the right, the \(\alpha\) term vanishes. The \(\beta\) term gives \(\beta J(J+1)\), because \(\epsilon_{abc}J_bJ_c=iJ_a\). The \(\gamma\) term gives \(2\gamma J(J+1)\), because \(\epsilon_{abc}\epsilon_{cad}=2\delta_{bd}\). After division by \(J+1\),

\[
3\alpha+\beta J(J+1)=J(\beta+2\gamma). \tag{15}
\]

Substituting \(\alpha\) from (12) gives \(-\beta J(2J+3)=\gamma(2J+3)\), so \(\gamma=-J\beta\) and \(\alpha=-J^2\beta\). With \(\beta=-c\),

\[
W_{ab}=c\,[J^2\delta_{ab}-J_aJ_b+iJ\epsilon_{abc}J_c]. \tag{16}
\]

**Normalization.** Let \(d_J\) and \(u_J\) be the values in level \(J\) of \(n_aP_{J-1}n_a\) and \(n_aP_{J+1}n_a\). The diagonal block contributes \(g^2J(J+1)=K^2/[J(J+1)]\) to \(\mathbf n^2=1\), so for \(J\ge1\)

\[
d_J+\frac{K^2}{J(J+1)}+u_J=1. \tag{17}
\]

Summing the same squared matrix elements over all magnetic states from either side gives

\[
(2J+1)d_J=(2J-1)u_{J-1}. \tag{18}
\]

These relations imply

\[
d_J=\frac{J^2-K^2}{J(2J+1)}. \tag{19}
\]

For \(K\ne0\) the induction starts at \(J=|K|\), where no lower level exists and \(d_J=0\). For \(K=0\), \(u_0=1\) and (18) gives \(d_1=1/3\), in agreement with (19). If (19) holds at \(J\), then (17) gives

\[
\begin{aligned}
u_J&=1-\frac{J}{2J+1}-\frac{K^2}{J}\left[\frac1{J+1}-\frac1{2J+1}\right]\\
&=\frac{(J+1)^2-K^2}{(J+1)(2J+1)},
\end{aligned} \tag{20}
\]

and (18), written for \(J+1\), gives (19) with \(J\) replaced by \(J+1\). The trace of (16) is \(W_{aa}=c[3J^2-J(J+1)]=cJ(2J-1)\). Equating it to \(d_J\),

\[
c=\frac{J^2-K^2}{J^2(4J^2-1)}. \tag{21}
\]

**Contraction with the spin.** The squared element is the value of \(XP_{J-1}X=I_aI_bW_{ab}\) in the state \(J\). Write \(s=\mathbf I\cdot\mathbf J\). Because \(\epsilon_{abc}I_aI_bJ_c=is\),

\[
|\langle J-1|X|J\rangle|^2=c\,[J^2I(I+1)-s^2-Js]. \tag{22}
\]

Four times the bracket equals \(J^2(2I+1)^2-(2s+J)^2\), and \(2s+J=G-J^2\). This difference of squares has the factors

\[
\begin{aligned}
J(2I+1)+J^2-G&=(J+I)(J+I+1)-F(F+1)\\
&=(J+I-F)(J+I+F+1),\\
J(2I+1)-J^2+G&=F(F+1)-(J-I)(J-I-1)\\
&=(F+J-I)(F+I+1-J).
\end{aligned} \tag{23}
\]

Together with (21) this is (4). The phases of successive states in the chain can be chosen so that every \(\langle J-1|X|J\rangle=x_J\) is nonnegative. The factors vanish at \(J=|K|\), \(J=|F-I|\) and \(J=F+I+1\), where one of the two levels to be connected does not exist.

## Squaring the matrix

Two successive steps lead from \(J\) to \(J+2\), so \(\langle J+2|X^2|J\rangle=x_{J+2}x_{J+1}\). Equation (8) then gives (3). For a change of one, the diagonal step may come before or after the ladder step:

\[
\langle J+1|X^2|J\rangle=x_{J+1}(X_{JJ}+X_{J+1,J+1}). \tag{24}
\]

For \(J\ge1\), equation (10) gives

\[
\begin{aligned}
X_{JJ}+X_{J+1,J+1}
&=\frac K2\left[\frac{G}{J(J+1)}+\frac{G}{(J+1)(J+2)}-2\right]\\
&=\frac{K[G-J(J+2)]}{J(J+2)},
\end{aligned} \tag{25}
\]

since the two fractions add to \(2G/[J(J+2)]\). This proves (2). For \(K=0\) both diagonal elements vanish. The constant \(I(I+1)\) in (8) has no off-diagonal part.

The first-order energy follows from the same proportionality used for the nucleus:

\[
P_J(3n_an_b-\delta_{ab})P_J=t\left[\tfrac32(J_aJ_b+J_bJ_a)-\delta_{ab}\mathbf J^2\right]. \tag{26}
\]

Put \(j=J(J+1)\) and multiply by \(J_a\) on the left and \(J_b\) on the right. The left side becomes \(3K^2-j\). On the right, \(J_aJ_bJ_aJ_b=j^2-j\), so the bracket gives \(\tfrac32(2j^2-j)-j^2=\tfrac12j(4j-3)\), with \(4j-3=(2J-1)(2J+3)\). This fixes \(t\). Contracting the bracket in (26) with \(I_aI_b\), where \(I_aI_bJ_bJ_a=s^2+s\), gives \(3s^2+\tfrac32s-I(I+1)j\). With \(C=2s\), the result for \(J\ge1\) is

\[
\begin{aligned}
E^{(1)}={}&eqQ\left[\frac{3K^2}{J(J+1)}-1\right]\\
&\times\frac{\tfrac34C(C+1)-I(I+1)J(J+1)}{2I(2I-1)(2J-1)(2J+3)}.
\end{aligned} \tag{27}
\]

For \(J=0\) the first-order energy is zero.

## Second-order shifts

The rigid-top energy is \(BJ(J+1)\) plus a term in \(K^2\). That term cancels in every gap because \(K\) is conserved. Hence

\[
E^{(2)}=\sum_{J'\ne J}\frac{|\langle J'|H_Q|J\rangle|^2}{B[J(J+1)-J'(J'+1)]}. \tag{28}
\]

The denominators are \(-2B(J+1)\), \(-2B(2J+3)\), \(+2BJ\) and \(+2B(2J-1)\) for \(J'=J+1\), \(J+2\), \(J-1\) and \(J-2\). Higher levels push a level down; lower ones push it up. Since the elements are proportional to \(eqQ\), the scale is \((eqQ)^2/B\), and the sign of \(eqQ\) drops out.

For \(J=0\) we have \(K=0\), \(F=I\), and \(J'=2\) is the only partner. Equation (4) gives \(x_1^2=I(I+1)/3\) and \(x_2^2=(2I+3)(2I-1)/15\). Inserting these in (3) and dividing by \(-6B\),

\[
E^{(2)}_{J=0}=-\frac{(eqQ)^2}{B}\,\frac{(I+1)(2I+3)}{480\,I(2I-1)}. \tag{29}
\]

A \(J=0\) top has no preferred direction, so its mean field gradient vanishes. The nucleus slightly aligns the top by mixing in \(J=2\), and this lowers the energy.

At large \(J\) the shifts fade. The elements of \(H_Q\) are bounded, because \(X\) has eigenvalues between \(-I\) and \(I\), while the gaps grow in proportion to \(J\). The shifts therefore fall at least as fast as \(1/J\).

The opposite limit, quadrupole coupling large against the rotational gaps, lies outside (28). The spin is then quantized along the top axis. The eigenvalues of \(X\) are the projections \(\sigma=-I,\dots,I\), restricted by \(|K+\sigma|\le F\) because \(\mathbf F\cdot\mathbf n=K+\sigma\). If rotational energies are neglected, (8) gives \(\kappa[3\sigma^2-I(I+1)]\). Matrix (10) with (4) passes the test of having this spectrum of \(\sigma\).

## Methyl iodide

For \({}^{127}\mathrm I\), \(I=5/2\). Rough two-figure inputs are \(B=7500\) MHz and \(eqQ=-1900\) MHz, so \((eqQ)^2/B=481.3\) MHz. Half a unit in the second figure of \(eqQ\) changes a shift by about 5%. The further digits below serve to follow the arithmetic.

For \(J=0\), the coefficient in (29) is \(28/4800=0.005833\), and the shift is \(-0.005833\times481.3=-2.81\) MHz.

Now take \(J=1\), \(K=1\), \(F=5/2\). Here \(G=0\), \(3\kappa=-142.5\) MHz, and (4) gives

\[
\begin{aligned}
x_2^2&=\frac{3\cdot8\cdot4\cdot2\cdot2}{16\cdot15}=1.600,\\
x_3^2&=\frac{8\cdot9\cdot3\cdot3\cdot3}{36\cdot35}=1.543.
\end{aligned} \tag{30}
\]

The factor multiplying \(x_2\) in (2) is \(3\kappa(0-3)/3=142.5\) MHz. The elements to \(J'=2\) and \(J'=3\) thus have magnitudes \(142.5\times1.265=180.3\) MHz and \(142.5\times1.265\times1.242=223.9\) MHz. There is no \(J=0\) level with \(K=1\), so

\[
E^{(2)}=-\frac{180.25^2}{30000}-\frac{223.89^2}{75000}
=-1.083-0.668=-1.75\ \text{MHz}. \tag{31}
\]

The first-order energy of this level is 152 MHz. Other levels show both signs:

| \(J,K,F\) | \(E^{(1)}\) / MHz | \(E^{(2)}\) / MHz |
|---|---:|---:|
| 1, 1, 3/2 | −133.0 | −3.96 |
| 2, 1, 3/2 | 67.9 | 2.74 |
| 2, 0, 5/2 | −135.7 | 2.38 |
| 2, 0, 1/2 | 380.0 | 0.00 |

In the third row, \(J=0\) pushes the level up by 2.81 MHz, the reverse of its own shift. The remaining \(-0.43\) MHz comes from \(J=4\), the only other partner for \(K=0\). The last row has no shift because \(F=1/2\) permits only \(J=2\) and \(3\), and their coupling vanishes for \(K=0\).

A spectral line records the difference of two level shifts. For \(J=1\to2\), \(K=1\), \(F=3/2\to3/2\), the first two rows give \(2.743-(-3.964)=6.71\) MHz, the largest among the lines calculated. In the \(J=0\to1\), \(K=0\) group the shifts are 2.55, 1.81 and 1.42 MHz for \(F'=3/2\), \(5/2\) and \(7/2\). A part common to all three could be absorbed in a fitted \(B\) if this group were analysed alone. The differences, up to 1.13 MHz, alter the hyperfine pattern itself.

Diagonalizing the same Hamiltonian without perturbation theory changes the calculated levels with \(J\le2\), \(K\le1\) by at most 0.02 MHz from the second-order energies. For \(J=0\) the next term can be checked by hand. Third order gives the squared mixing amplitude times the first-order energy of the \(J=2\) partner:

\[
\left(\frac{355.46}{45000}\right)^2(-135.7\ \text{MHz})=-0.0085\ \text{MHz}. \tag{32}
\]

The full remainder is \(-0.0083\) MHz. Second order is therefore adequate here at the level of a few hundredths of a megahertz within this model.

The model omits centrifugal distortion, spin-rotation coupling and the spins of the hydrogen nuclei, which a comparison with measured frequencies must consider. It also fails after partial deuteration of the methyl group: the three moments of inertia then differ and the inertial axis tilts away from the carbon–iodine bond, so \(K\) is no longer conserved.

Direct integration over rotational wavefunctions reproduces the matrix elements for \(I=1,3/2,5/2\) and \(K=0,1,2\). The coefficients of \((eqQ)^2\) in (28) also agree with half the second derivative of the diagonalized energies with respect to \(eqQ\), taken at \(eqQ=0\). The errors and the complete lists of levels and lines are in the numerical output.

## Table of computed values

```
Nuclear spin I = 5/2
Rough input B = 7500 MHz
Rough input eqQ = -1900 MHz
Scale (eqQ)^2/B = 481.3 MHz
Largest matrix-element error = 3.6e-15 (units eqQ)
Largest curvature error = 3.1e-08 (units 1/B)
J=0: |<2|H_Q|0>| = 355.46 MHz
J=0: gap 6B = 45000 MHz
J=0: shift/[(eqQ)^2/B] = -0.005833
Detail for J=1, K=1, F=5/2:
 J'=2: x_J'=1.26491, |element|=180.25 MHz, gap=-30000 MHz, part=-1.083 MHz
 J'=3: x_J'=1.24212, |element|=223.89 MHz, gap=-75000 MHz, part=-0.668 MHz
Levels J K F: first order, second order, full, rest (MHz)
 0 0 5/2:    -0.000   -2.808    -2.816  -0.0083
 1 0 3/2:   266.000   -0.260   265.740  -0.0002
 1 0 5/2:  -304.000   -1.003  -304.999   0.0039
 1 0 7/2:    95.000   -1.392    93.602  -0.0053
 1 1 3/2:  -133.000   -3.964  -136.945   0.0192
 1 1 5/2:   152.000   -1.751   150.233  -0.0158
 1 1 7/2:   -47.500   -2.959   -50.463  -0.0041
 2 0 1/2:   380.000    0.000   380.000  -0.0000
 2 0 3/2:   135.714   -0.095   135.620   0.0002
 2 0 5/2:  -135.714    2.382  -133.323   0.0094
 2 0 7/2:  -230.714   -0.868  -231.581   0.0013
 2 0 9/2:   135.714   -0.868   134.843  -0.0028
 2 1 1/2:   190.000   -0.401   189.600   0.0008
 2 1 3/2:    67.857    2.743    70.587  -0.0129
 2 1 5/2:   -67.857    0.032   -67.808   0.0179
 2 1 7/2:  -115.357    1.293  -114.062   0.0020
 2 1 9/2:    67.857   -1.511    66.340  -0.0056
Largest second-order level shift = 3.964 MHz
Largest rest beyond second order = 0.0192 MHz
Lines J->J+1 K F->F': first-order freq, 2nd shift, full (MHz)
 0->1 0 5/2->3/2: 15266.000 2.548 15268.556
 0->1 0 5/2->5/2: 14696.000 1.805 14697.817
 0->1 0 5/2->7/2: 15095.000 1.415 15096.418
 1->2 1 3/2->1/2: 30323.000 3.563 30326.544
 1->2 1 3/2->3/2: 30200.857 6.707 30207.532
 1->2 1 3/2->5/2: 30065.143 3.995 30069.137
 1->2 1 5/2->3/2: 29915.857 4.495 29920.355
 1->2 1 5/2->5/2: 29780.143 1.783 29781.960
 1->2 1 5/2->7/2: 29732.643 3.044 29735.705
 1->2 1 7/2->5/2: 29979.643 2.990 29982.655
 1->2 1 7/2->7/2: 29932.143 4.252 29936.401
 1->2 1 7/2->9/2: 30115.357 1.447 30116.803
Largest second-order line shift = 6.707 MHz
```
